Finite absorption at a direct band edge from electron-hole attraction

**1. Free pairs**

Take a crystalline film with a filled valence band and an empty conduction band, both isotropic and parabolic, with a direct gap Eg. A photon of energy E lifts an electron and leaves a hole of opposite wavevector; the photon's own momentum is neglected. If the two do not interact, the pair energy is Eg + ħ²k²/2μ, where μ is the reduced mass. The transition is dipole-allowed: the momentum matrix element p along the light polarization is nonzero at k = 0 and is taken as constant nearby.

The number of k states per volume below wavenumber k is k³/(6π²) for each spin. Since k grows as √(E − Eg), this number grows as (E − Eg)^(3/2), and its derivative, the density of pairs, as √(E − Eg). Free-pair absorption starts from zero because there are few states near k = 0.

It helps to choose units made for the interacting problem. With static permittivity ε, the exciton radius and Rydberg are

a = 4πε₀εħ²/(μe²),  R = ħ²/(2μa²).

Lengths are in a, energies in R, and x = (E − Eg)/R. Then x = k² for free pairs, and the density per spin is

D_free = d/dx [x^(3/2)/(6π²)] = √x/(4π²).

To restore units, divide D by Ra³.

**2. What light measures when the pair interacts**

Let the vector potential be A₀ cos ωt, with coupling (e/m₀)A·p. The cosine contains e^(−iωt) with amplitude A₀/2, so the golden-rule rate per volume is

w = (2π/ħ)(eA₀/2m₀)² (1/V) Σ_f |P_f|² δ(E − E_f).

The absorbed power ħωw equals ½ε₀ε₂ωF₀², with field amplitude F₀ = ωA₀. Solving for ε₂ and using ω = E/ħ,

ε₂ = [πe²ħ²/(ε₀m₀²E²)] (1/V) Σ_f |P_f|² δ(E − E_f).

Dividing the power by the intensity ½n₀cε₀F₀², with refractive index n₀, gives the absorption coefficient

α = Eε₂/(n₀ħc).

Attraction mixes the k states. A spin-singlet pair at rest has amplitudes φ_k, shared equally between two spin channels with factors 1/√2. Both channels add in phase:

P = (2/√2) p Σ_k φ_k = √2 p Σ_k φ_k.

The relative wavefunction is φ(r) = V^(−1/2) Σ_k φ_k e^(ik·r), so Σ_k φ_k = √V φ(0), and

|P|² = 2|p|² V |φ(0)|².

Light therefore weighs each pair state by the probability density of finding electron and hole together. What we need is D(x), the sum of |φ(0)|² over states per unit energy. For free pairs |φ(0)|² = 1/V, and D is the state count above. Electron-hole exchange is left out.

In the effective-mass model the pair obeys a hydrogen equation. States with angular momentum vanish at r = 0, so s waves suffice. With φ = u(r)/(r√4π) and u(0) = 0,

u″ + (x + 2/r)u = 0,  |φ(0)|² = u′(0)²/(4π).

**3. Normalizing per unit energy**

Put the pair in a large sphere of radius L. Far out, the local wavenumber κ = √(x + 2/r) changes little within a wavelength, even at x = 0, where |κ′|/κ² falls as r^(−1/2). Write u = B sin θ with θ′ = κ. The cosine terms in u″ must vanish:

2B′θ′ + Bθ″ = 0, hence (B²κ)′ = 0 and B²κ = C, a constant.

The sine terms then balance apart from B″, which is negligible far out. Averaging sin² to ½, the norm is

∫u² dr = (C/2) ∫dr/κ.

The wall requires θ(L) = πj plus a constant, with j an integer. As ∂κ/∂x = 1/(2κ), the number of levels per energy is

dj/dx = (1/2π) ∫dr/κ.

The inner region changes both integrals by finite amounts, lost as L grows. The density at the origin is u′(0)²/(4π), divided by the norm and multiplied by dj/dx. The large integrals cancel:

D = u′(0)²/(4π²C).

As a first limit, the free solution u = sin(kr)/k has u′(0) = 1, B = 1/k and C = 1/k. This returns D = k/(4π²), the density found by counting.

**4. The attracting pair exactly at the edge**

Set x = 0, so that u″ = −2u/r. With u = r + c₂r² + c₃r³ + …, comparing powers gives j(j+1)c_(j+1) = −2c_j, hence

u = Σ_j (−2)^j r^(j+1)/[j!(j+1)!] = √(r/2) J₁(√(8r)), j = 0, 1, 2, …

The Bessel function follows from its series J₁(z) = Σ(−1)^j(z/2)^(2j+1)/[j!(j+1)!] with (z/2)² = 2r. At large z it oscillates with squared amplitude 2/(πz), so

B² = (r/2)·2/(π√(8r)) = √r/(π√8),

C = B²κ = [√r/(π√8)]·√(2/r) = 1/(2π).

Since u′(0) = 1,

D(0⁺) = 1/(2π), or 1/(2πRa³) with units.

The edge density is finite. Numerical integration of the radial equation at x = 0 gives 0.159155, which is 1/(2π) to the digits shown. For free pairs C = 1/k diverges at the edge, so D vanishes. With the 1/r tail the kinetic energy at distance r is 2/r even at x = 0. It falls slowly enough for the slowly varying wave of Section 3 to persist at all large r, and C stays finite.

**5. Above the edge**

For x = k² > 0, try a superposition of plane waves in one variable:

u = r ∫₋₁¹ e^(ikrv) W(v) dv,  W = [(1+v)/(1−v)]^(iη).

Call the integral I. Because u″ = rI″ + 2I′, the radial equation requires

∫ e^(ikrv) W [k²r(1−v²) + 2ikv + 2] dv = 0.

In the first term, k²r e^(ikrv) = −ik d/dv e^(ikrv). Integrate by parts; the boundary term vanishes because |W| = 1 and 1 − v² = 0 at the ends. With W′ = 2iηW/(1−v²), the first term becomes

ik ∫ e^(ikrv) W (2iη − 2v) dv.

The terms in v cancel, leaving −2kη + 2 = 0. Thus η = 1/k = 1/√x.

At the origin u′(0) = I(0). With v = 2t − 1 this is a beta integral:

u′(0) = 2∫₀¹ t^(iη)(1−t)^(−iη) dt = 2Γ(1+iη)Γ(1−iη) = 2G²,

G² = |Γ(1+iη)|² = πη/sinh(πη).

At large r the fast phase cancels the interior of the integral, and the ends dominate. Near v = 1 put v = 1 − y:

e^(ikr) ∫₀^∞ e^(−ikry)(2/y)^(iη) dy = e^(ikr) 2^(iη) Γ(1−iη) (ikr)^(−1+iη).

The modulus of i^(−1+iη) is e^(−πη/2), so this term has modulus G e^(−πη/2)/(kr). The other end gives its complex conjugate. Their sum, times r, oscillates with amplitude

B = 2G e^(−πη/2)/k.

Far out κ → k, so C = kB² = 4G²e^(−πη)/k. Then

D = 4G⁴/(4π²C) = (k/4π²) G²e^(πη).

Insert G² and write 2 sinh(πη) = e^(πη)(1 − e^(−2πη)):

D = (√x/4π²) · 2πη/(1 − e^(−2πη)) = 1/{2π[1 − e^(−2π/√x)]}.

The factor multiplying the free density is the Elliott continuum enhancement. Near the edge it grows as 2π/√x, which cancels the √x of the free density and returns the 1/(2π) of Section 4. The first correction has relative size e^(−2π/√x), smaller than any power of x, so the continuum leaves the edge flat. Far above the edge the factor tends to 1 + π/√x: the memory of the attraction fades slowly.

**6. Below the edge**

The bound lines belong to the same spectrum. To find their weights, add a centrifugal term l(l+1)/r² and treat l as continuous. Put x = −q² and u = e^(−qr) Σ_j c_j r^(j+l+1). Collecting powers,

c_(j+1)[(j+l+2)(j+l+1) − l(l+1)] = c_j[2q(j+l+1) − 2].

Unless the series ends, it grows as e^(2qr) and spoils the decay. Ending at j = ν gives q = 1/(ν+l+1), so the level is x = −1/(ν+l+1)². At l = 0, with n = ν + 1, this is −1/n².

For a normalized state, the derivative of the level with respect to l is the mean of the derivative of the Hamiltonian, (2l+1)⟨1/r²⟩. At l = 0,

⟨1/r²⟩ = 2/n³.

Next multiply u″ = (−2/r − x)u by 2u′ and integrate from 0 to ∞. The left side is −u′(0)². On the right, integration by parts leaves −∫(2/r²)u² dr; the boundary terms vanish because u ∝ r at the origin. Hence

u′(0)² = 2⟨1/r²⟩ = 4/n³,  |φ_n(0)|² = 1/(πn³).

The whole density is therefore

D(x) = Σ_n δ(x + 1/n²)/(πn³) + θ(x)/{2π[1 − e^(−2π/√x)]}.

High lines are spaced by about 2/n³. Their mean density is (1/πn³)/(2/n³) = 1/(2π), the continuum edge value again. With half the distance between neighbours n − 1 and n + 1 as the spacing, the mean is (1/2π)(1 − 1/n²)², or 0.154 at n = 8. The ideal spectrum has a finite continuum onset, but lines of equal mean strength crowd up to it from below. Finite resolution shows no isolated step there.

**7. The edge absorption of an oxide film**

Define E_P = 2|p|²/m₀. At the edge

ε₂ = [πe²ħ²/(ε₀m₀²Eg²)] · m₀E_P · 1/(2πRa³).

From the definitions of R and a, with α_f = e²/(4πε₀ħc),

1/(Ra³) = (2μ/ħ²)(1/a) = 2μ²α_f c/(εħ³).

Using e²/ε₀ = 4πα_fħc and α = Egε₂/(n₀ħc),

α_edge = 4πα_f² (μ/m₀)² (m₀c/ħ) (E_P/Eg)/(εn₀).

Choose round parameters in the rough regime of zinc oxide: Eg = 3.4 eV, electron and hole masses 0.28 and 0.60 m₀, ε = 8, n₀ = 2, E_P = 9 eV and a thickness of 100 nm. E_P stands for the summed strength of close-lying valence bands, whose splitting is ignored. Then

μ/m₀ = 0.28·0.60/0.88 = 0.1909,

R = 13.606 eV·0.1909/8² = 40.6 meV,

a = 0.05292 nm·8/0.1909 = 2.22 nm.

With α_f = 1/137.04 and m₀c/ħ = 2.590×10¹⁰ 1/cm,

α_edge = 6.69×10⁻⁴ · 0.03644 · 2.590×10¹⁰ · 2.647/16 ≈ 1.04×10⁵ 1/cm.

Over 100 nm, or 10⁻⁵ cm, the exponent is 1.045, so a single pass absorbs 1 − e^(−1.045) = 0.65 of the light that enters. Reflection and interference are left out.

With all parameters held fixed, the unbroadened continuum compares as follows:

Above gap | free, 1/cm | attracting, 1/cm | ratio
1 meV | 2.61×10³ | 1.045×10⁵ | 40.0
10 meV | 8.23×10³ | 1.042×10⁵ | 12.7
40 meV | 1.63×10⁴ | 1.035×10⁵ | 6.3
100 meV | 2.54×10⁴ | 1.034×10⁵ | 4.1
300 meV | 4.16×10⁴ | 1.066×10⁵ | 2.6

The slight dip and rise in the attracting column come from two factors. The optical prefactor falls as 1/E, while D rises, at first imperceptibly. Even 300 meV above the gap, more than seven Rydbergs, the attraction still multiplies the absorption by 2.6.

The n = 1 line has weight 1/π, twice the edge density times one Rydberg. Its area is 2Rα_edge·Eg/(Eg − R) = 8.6×10³ eV/cm.

**8. Broadening**

Replace each sharp energy by a Lorentzian of half width Γ, in units of R. For free pairs at the gap, with x = Γt²,

∫₀^∞ √x (Γ/π)/(x²+Γ²) dx = (2√Γ/π) ∫₀^∞ t²/(1+t⁴) dt = √(Γ/2),

because the last integral is π/(2√2). Broadening alone makes the free edge nonzero, so a finite measured value at Eg does not by itself prove attraction; its size matters.

For a half width of 20 meV, Γ = 0.493 and the free density at the gap is 0.496/(4π²), giving 8.3×10³ 1/cm. Summing the broadened lines and integrating the broadened continuum numerically gives 1.04×10⁵ 1/cm with attraction, 12.5 times more. The free value, and with it this ratio, depends on the line shape. The Lorentzian tail draws a share of about (2√2/π)√(Γ/X) from states above x = X, which is 13 % from more than 1 eV above the gap, where the parabolic band cannot be trusted; a Gaussian of the same half width gives only 4.4×10³ 1/cm. The same calculation gives 1.61×10⁵ 1/cm at the n = 1 energy and 1.02×10⁵ 1/cm one Rydberg above the gap. Among these three energies the absorption is highest at the exciton; from the gap to one Rydberg above it, the absorption falls by only about 2 %.

**9. Changing the sign and range of the force**

For repulsion, replace 2/r by −2/r. The derivation of Section 5 then gives η = −1/√x, and

D_rep = 1/{2π[e^(2π/√x) − 1]}.

This vanishes exponentially at the edge. At x = 1 it is 2.98×10⁻⁴, against 1/(4π²) = 0.0253 for free pairs.

Now keep the attraction but let it die out beyond some radius. At zero energy the outside solution is a straight line, u = br + d. For small k it continues as

u = (b/k) sin kr + d cos kr.

The squared amplitude is b²/k² + d², dominated by the first term. So C → b²/k, and with u′(0) = 1

D → k/(4π²b²) ∝ √x.

The square-root law returns, with an enhanced coefficient if |b| < 1. The exception is b = 0, a bound state just appearing at threshold. The finite edge thus needs attraction with a long tail. For the potential −(2/r)e^(−r/2), radial integration gives a density ratio of 1.9999 between x = 4×10⁻⁶ and 10⁻⁶; a square root gives 2.

In the film, free carriers cut off the tail. At 10¹⁷ 1/cm³ and 300 K the Debye length √(εε₀k_BT/(e²N)), with N the carrier density, is 10.7 nm, nearly five exciton radii. The carriers fill 2.7 % of the effective density of conduction states, so they are nondegenerate. A sphere of this radius holds only about half a carrier, however, so the smooth Debye potential is a rough stand-in, and the numbers that follow describe the model rather than the film. Integrating with this static screening, and holding Eg fixed, gives 2.0×10⁴ 1/cm at 0.01 meV above the gap, 1.01×10⁵ at 1 meV and 1.04×10⁵ at 10 meV. The strict zero is restored, but within an energy range far smaller than the broadening. The random fields of the donors that supply the carriers, of order 0.01 MV/cm at this density, would also blur so fine a structure (Section 10).

**10. The model beside a real film**

Zinc oxide has a dipole-allowed direct edge near 3.4 eV and a measured exciton binding energy of roughly 60 meV, above the model's 41 meV. Its measured absorption just above the edge is of rough order 10⁵ 1/cm, as here, though E_P was a round choice. One weak assumption is static screening: the lattice vibrations that supply much of ε have quanta of roughly 70 meV, comparable with R, and cannot follow the pair fully. With a rough high-frequency permittivity of 4 and the same masses, R becomes 162 meV and the edge absorption doubles to 2.1×10⁵ 1/cm, as the factor 1/ε requires. The edge value is therefore uncertain by up to about a factor of two from this cause.

Other corrections can be sized for the same film. The edge value scales as μ², so a 10 % larger reduced mass raises it by 21 %. The thermal energy at 300 K is 26 meV. Lattice vibrations broaden the spectrum by a width this model does not supply; Section 8 simply chose 20 meV. The natural field scale of the exciton is R/(ea) = 0.18 MV/cm, and smaller fields already let the pair escape. The top of the barrier reaches the unshifted n = 1 level at one eighth of this field, 0.023 MV/cm, yet the line there is still narrower than 0.1 meV; in this model its full width grows to about 6 meV at 0.06 MV/cm and 15 meV at 0.09 MV/cm. For free pairs, a field F of 0.01 MV/cm smears the edge by about (e²F²ħ²/2μ)^(1/3) = 5.8 meV. With attraction the smearing reaches further: the same field lowers the top of the barrier to 2√(e³F/(4πε₀ε)) = 27 meV below the gap, so the lines from n = 2 up, which start only 10 meV below the gap, lie above it and can ionize. If k² grows as (E − Eg)[1 + (E − Eg)/Eg], the free state density 100 meV above the gap rises by 7 %. Confinement of the pair's centre of mass across 100 nm costs 0.04 meV.

The result does not carry over to every oxide film. In tin dioxide the lowest direct transition is dipole-forbidden, so p vanishes at k = 0 and Section 2 fails. In an amorphous film k is not conserved, and neither the free square root nor its enhancement follows from this derivation.
